# Decay Time of Metastables Diffusing to Two Absorbing Plates

## Problem

Metastable atoms fill the space between two wide parallel plates at $x=0$ and $x=L$, with $L=5.0$ cm. The discharge that made them is switched off at $t=0$. From then on they are neither produced nor destroyed in the gas. They diffuse with the constant coefficient $D=5000\ \mathrm{cm^2/s}$ and are lost at the plates, which are ideal absorbers in the sense of diffusion theory: the metastable density $n$ is zero at both surfaces.

If the density is uniform at $t=0$, the diffusion equation gives the following fraction $N(t)/N(0)$ of atoms still present:

| $t$ (ms) | $N(t)/N(0)$ |
|---|---|
| 0 | 1 |
| 0.0507 | 0.7728 |
| 0.2533 | 0.4926 |
| 0.5066 | 0.2982 |
| 1.0132 | 0.1097 |

(a) What is the fundamental decay time, that is, the time constant of the slowest diffusion mode?

(b) How is it related to the table?

(c) How far does the answer move in a low-pressure reactor, where the mean free path is not negligible and there are other losses?

## A tempting solution

"Diffusion to absorbing walls gives exponential decay, $N(t)=N(0)e^{-t/\tau}$. The decay time is therefore the time at which $N/N(0)=e^{-1}=0.368$. This lies between the third and fourth times in the table. Interpolating the logarithm of $N$ gives $\tau\approx0.40$ ms."

The reading of the table is correct: the inventory does reach $1/e$ at 0.400 ms. The conclusion can be tested on the last row. A single exponential with this time constant would leave $e^{-1.0132/0.400}\approx0.08$ at 1.0132 ms, whereas the table has 0.1097.

## Where it fails

The fault is in the first sentence. Let $N=\int_0^L n\,dx$ be the number of atoms per unit plate area. Atoms leave through the two surfaces, and Fick's law gives the flux along $+x$ as $\Gamma=-D\,\partial n/\partial x$. Hence

$$\frac{dN}{dt}=\Gamma(0)-\Gamma(L)=-D\left[\frac{\partial n}{\partial x}\Big|_{0}-\frac{\partial n}{\partial x}\Big|_{L}\right].$$

The slope is positive at the left plate and negative at the right plate, so both terms remove atoms. The fractional loss rate $-(dN/dt)/N$ depends on the wall slopes divided by the inventory, and thus on the shape of the profile. It is constant in time if the profile keeps its shape while it shrinks. A uniform profile does not: it is first eaten away at the edges, where the slopes are steep.

The table shows this. The apparent time constant between two rows is $\Delta t/\ln(N_1/N_2)$. For the first interval it is $0.0507/\ln(1/0.7728)\approx0.20$ ms; for the last it is $0.5066/\ln(0.2982/0.1097)\approx0.507$ ms. The $1/e$ time mixes the fast early loss with the slower late decay.

## Solution of (a): the slowest mode

**The equation.** For a thin layer between $x$ and $x+dx$, the number of atoms changes by the flux in minus the flux out, so $\partial n/\partial t=-\partial\Gamma/\partial x$. With $\Gamma=-D\,\partial n/\partial x$ and constant $D$,

$$\frac{\partial n}{\partial t}=D\frac{\partial^2 n}{\partial x^2},\qquad n(0,t)=n(L,t)=0.$$

The plates are taken as wide enough for $n$ to depend on $x$ alone.

**Profiles of fixed shape.** Put $n=X(x)T(t)$ and divide by $XT$:

$$\frac{1}{T}\frac{dT}{dt}=\frac{D}{X}\frac{d^2X}{dx^2}.$$

The left side depends on $t$ alone and the right side on $x$ alone, so both equal a constant, written $-\nu$. Then $T\propto e^{-\nu t}$ and $DX''=-\nu X$.

The constant $\nu$ is real and positive. To see this, multiply by the complex conjugate $X^*$ and integrate by parts:

$$-\nu\int_0^L|X|^2dx=D\left[X^*X'\right]_0^L-D\int_0^L|X'|^2dx.$$

The bracket vanishes because $X=0$ at the plates, so

$$\nu=D\,\frac{\int_0^L|X'|^2dx}{\int_0^L|X|^2dx}.$$

This could be zero only if $X'$ vanished everywhere. Then $X$ would be constant, and hence zero because $X(0)=0$. We may therefore write $\nu=Dk^2$ with $k>0$.

**The plates select $k$.** The equation $X''=-k^2X$ has the general solution $X=A\cos kx+B\sin kx$. The condition $X(0)=0$ gives $A=0$. The condition $X(L)=0$ then gives $B\sin kL=0$, and $B\neq0$ for a nonzero solution. Hence

$$k_m=\frac{m\pi}{L},\qquad \tau_m=\frac{1}{Dk_m^2}=\frac{L^2}{m^2\pi^2D},\qquad m=1,2,3,\dots$$

The slowest mode has $m=1$:

$$\boxed{\tau=\frac{L^2}{\pi^2D}}$$

**Numbers.** The diffusion length is $L/\pi=1.5915$ cm, and

$$\tau=\frac{(1.5915\ \mathrm{cm})^2}{5000\ \mathrm{cm^2/s}}=5.066\times10^{-4}\ \mathrm{s}\approx0.51\ \mathrm{ms}.$$

The decay rate is $1/\tau=1973.9\ \mathrm{s^{-1}}$. Replacing the second derivative by differences on 500 cells and diagonalizing the resulting matrix also gives 0.5066 ms.

**Why this mode governs the late afterglow.** Any ordinary initial profile $n_0(x)$ can be expanded in the sines. The coefficient of the first is proportional to $\int_0^L n_0\sin(\pi x/L)\,dx$. This is positive for every nonzero density, because the sine is positive between the plates. The first mode is therefore present whatever the start, and it outlives the others. The second mode decays four times faster and the third nine times faster.

## Solution of (b): reading the table

**The full inventory.** For a uniform start $n_0$, write $n=\sum_m c_m\sin(m\pi x/L)\,e^{-m^2t/\tau}$. The sines are orthogonal and $\int_0^L\sin^2(m\pi x/L)\,dx=L/2$, so

$$c_m=\frac{2}{L}\int_0^L n_0\sin\frac{m\pi x}{L}\,dx=\frac{2n_0}{m\pi}(1-\cos m\pi).$$

This is $4n_0/(m\pi)$ for odd $m$ and zero for even $m$. The even modes are antisymmetric about the midplane, while the start is symmetric. Integrating each odd sine over the gap gives $2L/(m\pi)$. Multiplying by $c_m$ and dividing by $N(0)=n_0L$,

$$\frac{N(t)}{N(0)}=\sum_{m\ \mathrm{odd}}\frac{8}{m^2\pi^2}\,e^{-m^2t/\tau}.$$

The fundamental carries the share $8/\pi^2=0.8106$. The remainder is in faster modes, the slowest of which has $\tau_3=\tau/9=0.0563$ ms.

**The $1/e$ time.** At $t\approx0.4$ ms the $m=3$ term is about $2\times10^{-4}$ of the first, so one term suffices. Setting $(8/\pi^2)e^{-t/\tau}=e^{-1}$ and taking logarithms,

$$t_{1/e}=\tau\left[1+\ln\frac{8}{\pi^2}\right]=0.5066\,(1-0.210)\ \mathrm{ms}=0.400\ \mathrm{ms}.$$

This is the value found in the tempting solution. It belongs to the uniform start and is not a property of the gap and the gas alone. If the atoms start in the profile $\sin(\pi x/L)$, the $1/e$ time equals $\tau$. If they start in a thin sheet at the midplane, the same projection gives the fundamental a share $4/\pi>1$, balanced at $t=0$ by terms of alternating sign, and the $1/e$ time is longer than $\tau$.

**The early limit.** At short times each plate acts as if the other were absent. Near $x=0$ try $n=n_0f(\eta)$ with $\eta=x/(2\sqrt{Dt})$. Then

$$\frac{\partial n}{\partial t}=-\frac{n_0\eta}{2t}f',\qquad D\frac{\partial^2n}{\partial x^2}=\frac{n_0}{4t}f'',$$

so $f''=-2\eta f'$ and $f'=Ce^{-\eta^2}$. Since $f$ must rise from 0 at the plate to 1 far away, $C\int_0^\infty e^{-\eta^2}d\eta=1$ and $C=2/\sqrt\pi$. The flux into one plate is

$$D\frac{\partial n}{\partial x}\Big|_0=\frac{Dn_0}{2\sqrt{Dt}}\,\frac{2}{\sqrt\pi}=n_0\sqrt{\frac{D}{\pi t}}.$$

Integrating over time gives $2n_0\sqrt{Dt/\pi}$ per plate. For two plates,

$$\frac{N(t)}{N(0)}\approx1-\frac{4}{L}\sqrt{\frac{Dt}{\pi}}.$$

At 0.0507 ms this is 0.773, in agreement with the table. In this ideal model the early loss follows a square root of time, so no single time constant describes it. With a finite mean free path the earliest loss is slower, because a plate cannot collect atoms faster than they arrive.

A decay time should therefore be taken from the late, straight part of a plot of $\ln N$ against $t$. The last two rows give 0.507 ms in this way.

## Solution of (c): what a reactor changes

For an estimate take a model atom of mass $M=40$ u at $T=300$ K in gas at 10 mTorr. These are round values in the range of pulsed low-pressure etching plasmas.

**Finite mean free path.** The mean thermal speed is $v=\sqrt{8k_BT/(\pi M)}=39849$ cm/s. For isotropic scattering at a single speed $D=v\lambda/3$, so the mean free path is $\lambda=3D/v=0.376$ cm, or 0.075 of the gap. Within about this distance of a plate the diffusion picture is only approximate. In particular, the density at the surface cannot be zero: atoms arriving there at finite speed have a finite density.

Let $J$ be the net flux into a plate and $\mu$ the cosine of the angle between an atom's velocity and the direction into the plate. To first order in the anisotropy, the density per unit $\mu$ is

$$\psi(\mu)=\frac n2+\frac{3J}{2v}\mu .$$

Its integral over $-1\le\mu\le1$ is $n$, and that of $v\mu\psi$ is $J$, as required. The flux of arriving atoms is

$$v\int_0^1\mu\,\psi\,d\mu=\frac{nv}{4}+\frac J2.$$

If each arriving atom is lost with probability $g$, then $J=g(nv/4+J/2)$, so $J(1-g/2)=gnv/4$. Inserting $J=D|\partial n/\partial x|$ and solving for $n$,

$$n=\delta\left|\frac{\partial n}{\partial x}\right|,\qquad \delta=\frac{2D(2-g)}{gv}.$$

The slowest mode is symmetric, $X=\cos[k(x-L/2)]$. At $x=L$ the condition reads $\cos(kL/2)=k\delta\sin(kL/2)$, or

$$\frac{kL}{2}+\arctan(k\delta)=\frac\pi2 .$$

For $k\delta\ll1$ the arctangent is nearly $k\delta$, and $k\approx\pi/(L+2\delta)$. The gap behaves as if it were wider by $\delta$ at each side.

For $g=1$, $\delta=0.251$ cm and the decay time is 0.613 ms. This wall condition is itself approximate. A kinetic calculation with one speed, isotropic scattering and diffusely reflecting walls gives 0.619 ms, which is 1.22 times the ideal value. With $g=0.5$, $\delta=0.753$ cm; the wall condition gives 0.841 ms and the kinetic calculation about 0.85 ms, a factor of 1.68. If the mean free path is made four times shorter at fixed $D$ and $g=1$, the kinetic factor falls to about 1.05, so the ideal result is approached as it should be. The single speed is itself a simplification: with a Maxwellian spread of speeds, a constant collision frequency and the same $D$, the times rise by 2 to 3 %, to 0.635 ms for $g=1$ and 0.865 ms for $g=0.5$.

In the opposite limit, $\delta\gg L$, the mode is nearly flat. The diffusion picture still requires $\lambda$ to be well below $L$, so this limit applies only to walls that rarely destroy an atom, $g\ll1$. Then $\tan(kL/2)\approx kL/2$, the condition becomes $k^2=2/(L\delta)$, and

$$\tau\approx\frac{L\delta}{2D}=\frac{L(2-g)}{gv}.$$

The diffusion coefficient has dropped out: atoms cross the gap many times before they are lost, and the wall sets the pace.

**Volume and side losses.** A uniform loss frequency $\nu_v$ multiplies every solution by $e^{-\nu_vt}$, so it adds to $1/\tau$. Take an electron density of $10^{10}\ \mathrm{cm^{-3}}$ and a rough quenching coefficient of $10^{-7}\ \mathrm{cm^3/s}$. Then $\nu_v=1000\ \mathrm{s^{-1}}$, and with ideal walls the decay time becomes

$$\frac{1}{(1973.9+1000)\ \mathrm{s^{-1}}}=0.336\ \mathrm{ms}.$$

This holds the electron density uniform and fixed. If it is instead shaped as $\sin(\pi x/L)$, the time is 0.30 ms when $10^{10}\ \mathrm{cm^{-3}}$ is the mean density and 0.35 ms when it is the peak. In an afterglow the electron density falls, and the quenching fades with it. It is below a tenth of the diffusion rate once the electron density is under $2.0\times10^9\ \mathrm{cm^{-3}}$.

An absorbing side wall at radius $R=15$ cm multiplies the mode by a radial factor $J_0(qr)$, the solution of the radial equation that is finite on the axis. It must vanish at $R$, so $qR=2.405$, the first zero of $J_0$. The added rate is $Dq^2=128.5\ \mathrm{s^{-1}}$, which alone shortens the ideal time to 0.476 ms.

Two further losses are small for the assumed coefficients. Quenching by gas atoms, at $10^{-15}\ \mathrm{cm^3/s}$, has a rate of $0.32\ \mathrm{s^{-1}}$. Collisions between metastables, described by $\partial n/\partial t=-\beta n^2$ with $\beta=10^{-9}\ \mathrm{cm^3/s}$, start at $10\ \mathrm{s^{-1}}$ for a metastable density of $10^{10}\ \mathrm{cm^{-3}}$. With the electron and gas quenching above also acting, they lower the inventory at 0.5066 ms by 0.28 % of its value.

**Beside a real reactor.** A gap of several centimetres and a pressure near 10 mTorr are ordinary for pulsed etching plasmas. The temperature of 300 K is at the low end, since the discharge heats the gas, and the electron density is also modest for an inductive source. At ten times that density the initial quenching rate would be $10^4\ \mathrm{s^{-1}}$, about five times the fundamental diffusion rate. The walls cannot match this at the start. With a uniform, isotropic density each plate receives a flux $nv/4$, so the two plates together remove atoms at a fractional rate of at most $v/(2L)\approx4000\ \mathrm{s^{-1}}$. Electrons would therefore dominate at first, and for as long as their density stayed high. Two more limits concern the gas itself. Etching gases are usually molecular and can quench metastables much faster than the atomic gas assumed above: with a coefficient of $10^{-10}\ \mathrm{cm^3/s}$, an admixture of 1 % already gives about $320\ \mathrm{s^{-1}}$. Heating at fixed pressure thins the gas and raises $D$, which shortens the ideal decay time. Of the assumptions tested above, at fixed $D$ and in an atomic gas, the two that matter most are zero density at the plates and the absence of electrons. In the one-speed model, correcting the first raises 0.51 ms to 0.62 ms even for walls that destroy every arriving atom; correcting the second at the assumed density, taken uniform and fixed, lowers it to 0.34 ms. Because these shifts have opposite signs, a measured time near 0.51 ms would not by itself show that the ideal model applies. Measuring late in the afterglow, once the electrons have largely decayed, reduces their effect but leaves the wall effect, which depends on $\lambda/L$ and $g$. It also requires the electrons to leave faster than the metastables, which is not assured. For electrons cooled to the gas temperature and an assumed reduced ion mobility of $1.5\ \mathrm{cm^2/(V\,s)}$, the ambipolar decay time is about 0.4 ms, close to $\tau$. From a start at $10^{11}\ \mathrm{cm^{-3}}$ only about $10^{-3}$ of the metastables would then remain by the time quenching has dropped to a tenth of the diffusion rate.

The main computed values are collected in the numerical output below.

## Computed values

```
plate gap L: 5.0 cm
diffusion coefficient D: 5000 cm^2/s
diffusion length L/pi: 1.5915 cm
fundamental wavenumber pi/L: 0.6283 cm^-1
fundamental decay rate: 1973.9 s^-1
fundamental decay time, formula: 0.5066 ms
fundamental decay time, matrix: 0.5066 ms
third-mode decay time, formula: 0.0563 ms
third-mode decay time, matrix: 0.0563 ms
fundamental share of uniform start: 0.8106
inventory left at 0.0507 ms: 0.7728
inventory left at 0.2533 ms: 0.4926
inventory left at 0.5066 ms: 0.2982
inventory left at 1.0132 ms: 0.1097
time to 1/e of inventory, matrix: 0.4003 ms
time to 1/e, one-mode formula: 0.4002 ms
model atom mass: 40 u
gas temperature: 300 K
mean thermal speed: 39849 cm/s
mean free path 3D/v: 0.376 cm
mean free path / gap: 0.075
wall loss probability: 1.0
  wall length delta: 0.251 cm
  decay time, wall condition: 0.613 ms
  decay time, kinetic: 0.619 ms
  kinetic / ideal decay time: 1.221
wall loss probability: 0.5
  wall length delta: 0.753 cm
  decay time, wall condition: 0.841 ms
  decay time, kinetic: 0.849 ms
  kinetic / ideal decay time: 1.677
kinetic / ideal, free path 4 times shorter: 1.051
side-wall radius: 15 cm
side-wall loss rate: 128.5 s^-1
ideal decay time with side wall: 0.476 ms
gas pressure: 10 mTorr
gas density: 3.22e+14 cm^-3
electron density: 1e+10 cm^-3
initial metastable density: 1e+10 cm^-3
electron quenching coefficient: 1e-07 cm^3/s
gas quenching coefficient: 1e-15 cm^3/s
pair-loss coefficient: 1e-09 cm^3/s
electron quenching rate: 1000 s^-1
gas quenching rate: 0.32 s^-1
initial pair-loss rate: 10 s^-1
decay time with electron quenching: 0.336 ms
electron density for 10% of diffusion rate: 1.97e+09 cm^-3
inventory lowered by pair loss at tau: 0.28 %
```
